# Conversion of an undiluted precursor that splits in plug flow

**Problem.** Undiluted [2.2]paracyclophane vapour enters a hot tube, where each molecule splits into two molecules of p-xylylene, the monomer from which parylene films grow. The tube has radius 2.5 cm and length 60 cm, hence volume $V=1178\ \mathrm{cm^3}$. Temperature and pressure are uniform at 873 K and 0.50 Torr. The decomposition is first order and irreversible, with rate constant $k=1.00\ \mathrm{s^{-1}}$. The feed is 14.6 sccm, which at the temperature and pressure of the tube is a volume flow $v_0=1178\ \mathrm{cm^3/s}$. What fraction of the precursor has decomposed at the outlet?

The gas is ideal, the flow is steady, and nothing deposits in the hot tube. Plug flow means that all gas at a given cross-section moves with the same velocity and does not mix with gas ahead of it or behind it.

## A tempting solution

Follow a small parcel of gas down the tube. In first-order decay each precursor molecule has the same probability per unit time of decomposing, so after a time $t$ the surviving fraction is $e^{-kt}$. The gas spends the time

$$
\tau=\frac{V}{v_0}=\frac{1178\ \mathrm{cm^3}}{1178\ \mathrm{cm^3/s}}=1.00\ \mathrm{s}
$$

in the tube. The conversion $X$, the fraction of the fed precursor that has been consumed, is therefore

$$
X=1-e^{-k\tau}=1-e^{-1}=0.632 .
$$

## Where it fails

The decay law for the parcel is right. The fault is the claim that the gas spends the time $\tau$ in the tube.

The answer contradicts that claim. If 63.2 percent of the precursor had split, each 100 molecules fed would have become $36.8+2\times63.2=163.2$ molecules. At fixed temperature and pressure, the volume flow at the outlet would be 1.632 times that at the inlet. Gas that speeds up on its way cannot take as long as gas that keeps its inlet velocity.

The quantity $\tau=V/v_0$ is the space time: the reactor volume divided by the volume flow of the feed. It equals the residence time when the volume flow is constant. Here the residence time is shorter, and it depends on the conversion we are trying to find.

## The right solution

**Count molecules.** Let $F_0$ be the molar flow of precursor at the inlet. Where the conversion is $X$, the molar flows are

$$
F_A=F_0(1-X),\qquad F_{\text{products}}=2F_0X,
$$

and their sum is

$$
F_{\text{total}}=F_0(1-X+2X)=F_0(1+X).
$$

For an ideal gas at fixed $T$ and $p$, the volume flow is proportional to the total molar flow, so $v=v_0(1+X)$.

**Find the concentration.** With $c_0=F_0/v_0$ the inlet concentration,

$$
c_A=\frac{F_A}{v}=c_0\,\frac{1-X}{1+X}.
$$

The numerator describes consumption and the denominator describes expansion.

**Balance a slice of the tube.** In steady state, the precursor lost from the flow across a slice of volume $dV$ equals the amount decomposed there per unit time:

$$
-dF_A=k\,c_A\,dV .
$$

Since $dF_A=-F_0\,dX$, this is $F_0\,dX=k\,c_A\,dV$. Inserting $F_0=c_0v_0$ and the expression for $c_A$, then cancelling $c_0$, gives

$$
\frac{k\,dV}{v_0}=\frac{1+X}{1-X}\,dX .
$$

**Integrate.** Write the numerator as $1+X=2-(1-X)$, so that

$$
\frac{1+X}{1-X}=\frac{2}{1-X}-1 .
$$

The left side integrates to $kV/v_0=k\tau$. On the right, $X$ runs from zero at the inlet to its outlet value:

$$
k\tau=\int_0^X\left(\frac{2}{1-x}-1\right)dx
=2\ln\frac{1}{1-X}-X. \tag{1}
$$

**Solve for $k\tau=1$.** The derivative of the right side of (1), $(1+X)/(1-X)$, is positive for $0\le X<1$. The right side rises from zero without limit, so there is exactly one root. Trial values give

- $X=0.535$: $k\tau=0.9964$, slightly too small;
- $X=0.545$: $k\tau=1.0299$, too large.

The root lies between them, so it rounds to 54 percent. One Newton step from $X=0.54$, where (1) gives $k\tau=1.0131$, supplies another digit:

$$
X\approx0.54-0.0131\times\frac{1-0.54}{1+0.54}=0.536 .
$$

The conversion is 53.6 percent, or about 54 percent.

**A closed form.** Put $u=1-X$ in (1). Then $k\tau=-2\ln u-1+u$, or

$$
\ln u-\frac u2=-\frac{1+k\tau}{2}.
$$

Exponentiate and multiply by $-\tfrac12$:

$$
\left(-\frac u2\right)e^{-u/2}=-\frac12e^{-(1+k\tau)/2}.
$$

The Lambert function $W$ is defined by $We^W=z$. Its principal branch $W_0$ applies, because $-u/2$ lies between $-\tfrac12$ and 0, above the branch point at $-1$. Hence

$$
X=1+2W_0\!\left(-\frac12e^{-(1+k\tau)/2}\right).
$$

## Repairing the parcel argument

The tempting solution becomes correct once the time is calculated properly. A parcel that starts with $n_0$ moles of precursor holds, after time $t$,

$$
n_0e^{-kt}+2n_0(1-e^{-kt})=n_0(2-e^{-kt})
$$

moles in all. The local volume flow is larger than $v_0$ by the same factor, $2-e^{-kt}$. During $dt$ the parcel passes through the reactor volume $dV=v\,dt$, so

$$
\tau=\frac1{v_0}\int dV=\int_0^t(2-e^{-kt'})\,dt'
=2t-\frac{1-e^{-kt}}{k}.
$$

With $X=1-e^{-kt}$ this is equation (1) again. At $k\tau=1$ the residence time is $t=0.768$ s, and indeed $2\times0.768-0.536=1.000$. The velocity rises from 60.0 cm/s at the inlet to 92.2 cm/s at the outlet.

Expansion therefore does not make a precursor molecule more stable. It carries the molecule out of the tube sooner.

## Dilution and the limits of the law

Suppose the feed contains a mole fraction $y_0$ of precursor in inert gas. Only the precursor adds molecules when it reacts, so $v=v_0(1+y_0X)$. The same balance gives

$$
k\tau=\int_0^X\frac{1+y_0x}{1-x}\,dx .
$$

Using $1+y_0x=(1+y_0)-y_0(1-x)$,

$$
k\tau=(1+y_0)\ln\frac1{1-X}-y_0X .
$$

Hold $T$, $p$, $k$ and the total feed flow fixed, so that $k\tau$ remains 1. A half-inert feed then reaches 57.6 percent, and extreme dilution gives 63.2 percent. The tempting answer is thus the dilute limit.

For small $k\tau$, expanding the logarithm in (1) gives $k\tau=X+X^2+\cdots$, so $X\approx k\tau-(k\tau)^2$. The dilute law gives $k\tau-\tfrac12(k\tau)^2$. The two agree to first order because little gas has yet been produced.

For large $k\tau$, $X$ approaches 1 and (1) becomes

$$
1-X\approx e^{-(1+k\tau)/2}.
$$

The volume flow has then nearly doubled, so the precursor decays with distance at half the dilute rate. This matters when nearly complete cracking is wanted. For 99 percent conversion the undiluted feed needs $k\tau=8.22$, whereas the dilute law asks for $\ln100=4.61$. In ideal plug flow, with this tube and the same $k$, the feed would have to fall from 14.6 to about 1.8 sccm. In the real tube that would not be enough. At so slow a flow, diffusion along the tube is no longer a small effect: with the diffusivities estimated below, it alone would lower the conversion to between 94 and 96 percent. Recombination, which the law leaves out, sets a limit of its own. With the rough equilibrium constant estimated below, equilibrium at 873 K and 0.50 Torr lies at about 96 percent conversion, and then no feed, however slow, would reach 99 percent. A hotter tube raises this limit, because splitting the molecule absorbs heat.

## What the number means for a real tube

Parylene coaters do crack undiluted vapour at pressures of roughly this size. Their furnaces are usually hotter, roughly 920 to 970 K, and are meant to crack nearly all of the dimer. The example tube is cooler and, with the rate constant chosen here, cracks only about half. That constant is a round choice, not a measured value, and the molecular data below are rough assumptions. Each effect is added alone to the ideal result of 53.6 percent, so the shifts show sizes and are not corrections to be summed.

**Errors in the rate constant.** From the derivative of (1),

$$
\frac{dX}{d\ln(k\tau)}=k\tau\,\frac{1-X}{1+X}=0.302
$$

at $k\tau=1$. A 10 percent error in $k$ moves the conversion by about 3 percentage points.

**Diffusion.** A hard-sphere estimate for the precursor among its own kind, with molecular diameter 0.70 nm, gives a diffusivity of about 150 cm²/s, the value used for the numbers that follow. The mixing of precursor with product is really governed by their binary coefficient, which the same kind of estimate, for a product of half the mass and half the volume, puts at about 220 cm²/s. With that value the conversion with diffusion along the tube, given below, is 52.1 percent instead of 52.5. Diffusion across the radius takes about 0.042 s, much less than the residence time. It therefore evens out the composition over the cross-section, even though laminar flow is faster on the axis. Diffusion along the tube mixes fresh and reacted gas and lowers the conversion to 52.5 percent. Complete mixing is the opposite limit to plug flow. The whole volume then has the outlet composition, so

$$
X=k\tau\,\frac{1-X}{1+X}.
$$

For $k\tau=1$ this becomes $X^2+2X-1=0$, with the positive root $X=\sqrt2-1=0.414$.

**Cooling.** Splitting the molecule absorbs heat, which the wall must replace. With a reaction enthalpy of 200 kJ/mol, an activation energy of 240 kJ/mol and a heat capacity of 500 J/(mol K), the gas is at most about 2 K colder than the wall on average over the cross-section, and about 4 K colder on the axis. The conversion drops to about 52.2 percent: a few kelvin matter because the rate depends steeply on temperature. The program makes a simpler estimate, with a heat-transfer coefficient (Nusselt number 3.66) meant for a stream that absorbs no heat in its interior. That roughly doubles the mean cooling and gives 50.6 percent, which overstates the effect. Both estimates let the gas enter at the wall temperature. Vapour that arrives cooler, at 450 to 700 K, must first be heated, and this alone lowers the conversion by roughly another percentage point.

**Recombination.** The assumed enthalpy and a reaction entropy of 200 J/(mol K) give an equilibrium constant of about 23 Torr. Allowing the reverse reaction then gives 53.2 percent. This small shift is not secure. An enthalpy higher by 20 kJ/mol would divide the equilibrium constant by about 16, and recombination would no longer be a minor effect.

**Pressure.** The estimated pressure drop is 0.25 percent of the pressure, which is negligible here. The dependence of $k$ on collisions may matter more. At low pressure, a molecule can decompose faster than collisions replenish the energetic molecules, and $k$ then depends on how well the surrounding gas transfers energy. As a limiting case, take $k$ proportional to the collision rate and the product half as effective a partner as the precursor, keeping $k=1.00\ \mathrm{s^{-1}}$ at the inlet. The conversion becomes 46.5 percent. A molecule with 90 vibrational modes, colliding about $4\times10^6$ times per second, is unlikely to come near this limit. A rough master-equation estimate with generic vibrational frequencies and energy steps of 100 to 500 cm⁻¹ per collision makes $k$ grow only as the 0.07 to 0.24 power of the collision rate. The conversion is then 52 to 53 percent, a shift of the same size as those from diffusion and cooling.

The 54 percent thus belongs to the ideal reactor with constant $k$. For this particular tube, the estimates point to a lower conversion. Diffusion along the tube, heat supply and the pressure dependence of $k$ each cost one or two percentage points at most in these estimates; recombination costs more only if the reaction enthalpy is higher than assumed. The program contains the values used.

## Numbers as computed

```
temperature: 873 K
pressure: 0.50 Torr
tube radius: 2.5 cm
tube length: 60 cm
tube volume: 1178 cm3
rate constant: 1.00 1/s
space time: 1.00 s
inlet volume flow: 1178 cm3/s
feed (0 C, 1 atm basis): 14.6 sccm
k*tau needed for X = 0.535: 0.9964
k*tau needed for X = 0.540: 1.0131
k*tau needed for X = 0.545: 1.0299
Newton step from 0.54 gives X: 0.53610
conversion at k*tau = 1: 0.53608 = 53.6 percent
conversion from molar-flow integration: 0.53608
conversion, extreme dilution: 63.2 percent
conversion, half inert feed: 57.6 percent
conversion at 15 cm: 20.2 percent
conversion at 30 cm: 34.4 percent
conversion at 45 cm: 45.2 percent
true residence time: 0.7680 s
inlet velocity: 60.0 cm/s
outlet velocity: 92.2 cm/s
outlet precursor mole fraction: 0.3020
sensitivity dX/dln(k*tau): 0.3020
k*tau for 99 percent conversion: 8.220
feed for 99 percent in this tube: 1.77 sccm
assumed molecular diameter: 0.70 nm
mean free path: 0.0083 cm
diffusivity: 148 cm2/s
radial diffusion time R^2/D: 0.042 s
axial Peclet number: 23.7
conversion with axial dispersion: 52.5 percent
stirred-tank limit: 41.4 percent
assumed reaction enthalpy: 200 kJ/mol
assumed activation energy: 240 kJ/mol
assumed heat capacity: 500 J/(mol K)
largest gas cooling below wall: 4.3 K
conversion with cooling: 50.6 percent
assumed reaction entropy: 200 J/(mol K)
rough equilibrium constant: 22.7 Torr
conversion with recombination: 53.2 percent
assumed product collision efficiency: 0.50
conversion, low-pressure-limit case: 46.5 percent
pressure drop / pressure: 0.25 percent
```
